Why n Lanczos steps reproduce 2n moments of a local density of states

An electron is placed on one orbital of a large structure: an impurity in a conducting layer, say, or an atom next to a contact. The local density of states (LDOS) tells how the weight of that orbital is spread over energy. Without symmetry to help, finding all eigenstates numerically can be out of reach for a very large structure. The Lanczos recursion instead applies the Hamiltonian a few times to the starting orbital and builds a short chain from the results. After n steps it has explored a small neighbourhood. The question is which properties of the true LDOS the short chain already has without error.

1. Setting and conventions

Let H be a bounded Hermitian Hamiltonian in an orthonormal orbital basis. The system may be finite, or an infinite lattice with finite-range, uniformly bounded matrix elements. Let u₀ be a normalised local orbital. Inner products are linear in the second entry. The local Green's function and the LDOS are

G(z) = ⟨u₀|(z − H)⁻¹|u₀⟩,
ρ(E) = −(1/π) Im G(E + iη), η → 0⁺.

By the spectral theorem, G(z) = ∫ρ(E) dE/(z − E). Here ρ may contain delta peaks; in a finite system it consists of them. The moments are

μₖ = ∫Eᵏ ρ(E) dE = ⟨u₀|Hᵏ|u₀⟩.

For |z| > ‖H‖ the geometric series for (z − H)⁻¹ converges and gives

G(z) = Σₖ μₖ/zᵏ⁺¹, k = 0, 1, 2, …   (1)

In a hopping model, μₖ is the sum over closed k-step walks from the orbital, each weighted by the product of its matrix elements. A site energy counts as a step that stays in place.

The limit η → 0⁺ matters. At fixed η each level becomes a Lorentzian, whose tail is η/(πE²) at large |E|. Multiplied by E², the two tails contribute 2ηL/π over a window |E| < L, which grows without bound. An LDOS broadened in this way has no finite second moment, so the theorem concerns the unbroadened one.

The recursion starts from φ₀ = u₀ and φ₋₁ = 0:

φₖ₊₁ = (H − aₖ)φₖ − bₖ² φₖ₋₁,   (2)
aₖ = ⟨φₖ|H|φₖ⟩/‖φₖ‖²,  bₖ² = ‖φₖ‖²/‖φₖ₋₁‖² for k ≥ 1.

"n exact steps" means that a₀, …, aₙ₋₁ and b₁, …, bₙ₋₁ have been found without rounding, with all these b positive. Let T be the real symmetric n×n matrix with the a's on its diagonal and the b's beside it, rows numbered from 0 to n − 1. Let e₀ and eₙ₋₁ be its first and last unit vectors. The vector φₙ also supplies bₙ, which T does not contain. Write Bₖ = b₁²b₂²…bₖ², with B₀ = 1; then ‖φₖ‖² = Bₖ.

2. The theorem

Theorem. Under these assumptions the continued fraction

Gₙ(z) = 1/(z − a₀ − b₁²/(z − a₁ − … − bₙ₋₁²/(z − aₙ₋₁)))   (3)

has an LDOS whose moments equal μₖ for k = 0, 1, …, 2n − 1. Its moment of order 2n is smaller than μ₂ₙ by Bₙ.

The range is therefore sharp whenever bₙ > 0. The count is natural: n numbers a, n − 1 numbers b and the unit norm of u₀ make 2n data, which fix 2n moments.

3. Two lemmas

Lemma 1. The vectors φ₀, φ₁, …, φₙ are mutually orthogonal.

Proof. Suppose φ₀, …, φₖ are orthogonal, with k ≤ n − 1. Take the product of (2) with each earlier vector.

With φₖ: the last term vanishes, and ⟨φₖ|H|φₖ⟩ − aₖ‖φₖ‖² = 0 by the definition of aₖ.

With φₖ₋₁: the aₖ term vanishes, which leaves ⟨Hφₖ₋₁|φₖ⟩ − bₖ²‖φₖ₋₁‖². By (2), Hφₖ₋₁ equals φₖ plus multiples of φₖ₋₁ and φₖ₋₂, so the first term is ‖φₖ‖². By the definition of bₖ² the second is also ‖φₖ‖², and the difference is zero.

With φⱼ, j ≤ k − 2: what remains is ⟨Hφⱼ|φₖ⟩. The vector Hφⱼ contains φⱼ₊₁, φⱼ and φⱼ₋₁, all of index below k, so the product is zero. Hermiticity was used to move H to the left, and it also makes aₖ real. ∎

Put uₖ = φₖ/‖φₖ‖ and divide (2) by ‖φₖ‖. Since ‖φₖ₊₁‖/‖φₖ‖ = bₖ₊₁ and bₖ²‖φₖ₋₁‖/‖φₖ‖ = bₖ,

H uₖ = bₖ₊₁uₖ₊₁ + aₖuₖ + bₖuₖ₋₁.

Let Q have the columns u₀, …, uₙ₋₁. These n equations together read

HQ = QT + bₙ uₙ eₙ₋₁ᵀ,   (4)

where the last term is zero if bₙ = 0. Because Q†Q = 1 and Q†uₙ = 0, multiplying by Q† gives Q†HQ = T.

Lemma 2. Hʲu₀ = QTʲe₀ for j = 0, 1, …, n − 1.

Proof. For j = 0 this is u₀ = Qe₀. If it holds for some j ≤ n − 2, then (4) gives

Hʲ⁺¹u₀ = HQTʲe₀ = QTʲ⁺¹e₀ + bₙuₙ(Tʲ)ₙ₋₁,₀.

Each factor of T changes the chain index by at most one. From index 0, j factors cannot reach n − 1 when j ≤ n − 2, so the last term is zero. ∎

The chain thus reproduces repeated application of H to the orbital exactly, up to the step that first reaches its last site. One more application of H exposes the missing continuation. The path from 0 to n − 1 in n − 1 moves is unique, so (Tⁿ⁻¹)ₙ₋₁,₀ = b₁b₂…bₙ₋₁, and

Hⁿu₀ = QTⁿe₀ + b₁b₂…bₙ uₙ.   (5)

4. Proof of the theorem

Orders k ≤ 2n − 2. Write k = i + j with i, j ≤ n − 1. By Hermiticity and Lemma 2,

μₖ = ⟨Hⁱu₀|Hʲu₀⟩ = e₀ᵀTⁱQ†QTʲe₀ = (Tᵏ)₀₀.

Order 2n − 1. Put one H between two vectors Hⁿ⁻¹u₀:

μ₂ₙ₋₁ = e₀ᵀTⁿ⁻¹(Q†HQ)Tⁿ⁻¹e₀ = (T²ⁿ⁻¹)₀₀.

Order 2n. The two terms of (5) are orthogonal, so their squared norms add:

μ₂ₙ = ‖Hⁿu₀‖² = (T²ⁿ)₀₀ + Bₙ.

It remains to connect T with (3). Let gⱼ be the first diagonal element of the inverse of z − T restricted to levels j, …, n − 1. Solve that restricted system for a unit source on level j. Its first row is

(z − aⱼ)xⱼ − bⱼ₊₁xⱼ₊₁ = 1.

The other rows describe the shorter chain driven by the source bⱼ₊₁xⱼ on its first level, so xⱼ₊₁ = gⱼ₊₁bⱼ₊₁xⱼ. Substituting, and using gⱼ = xⱼ,

gⱼ = 1/(z − aⱼ − bⱼ₊₁²gⱼ₊₁),  gₙ₋₁ = 1/(z − aₙ₋₁).

Repeated substitution gives (3), so Gₙ = g₀ = [(z − T)⁻¹]₀₀. With θᵢ the eigenvalues of T and wᵢ the squared first components of its normalised eigenvectors,

Gₙ(z) = Σᵢ wᵢ/(z − θᵢ),  ρₙ(E) = Σᵢ wᵢ δ(E − θᵢ).

The moments of ρₙ are Σᵢ wᵢθᵢᵏ = (Tᵏ)₀₀, which completes the proof. ∎

By linearity, ρ and ρₙ give the same average of every polynomial in E of degree at most 2n − 1.

Remark (closed space). If bₙ = 0, then (4) becomes HQ = QT. Lemma 2 now holds for every j, all moments agree and Gₙ = G. A ring of six equal sites shows this. Starting from one site, H generates the symmetric pair of neighbours, then the next symmetric pair, then the opposite site. Acting on the opposite site, H leads back into the second pair. The recursion closes after four steps, although the ring has six orbitals.

Remark (finite clusters). Since φₖ lies within k hops of the start, all coefficients in T can be computed on the cluster of sites within n − 1 hops. If the lattice is simply cut there, with all matrix elements inside the cluster unchanged, the moments up to 2n − 1 are exact. Periodic boundary conditions or altered site energies at the edge can already change moment 2n − 1.

5. What matched moments say about G(z)

Define pₙ(z) = det(z − T), with p₀ = 1 and p₋₁ = 0. Expanding the determinant along its last row gives

pₖ₊₁(z) = (z − aₖ)pₖ(z) − bₖ²pₖ₋₁(z).

This is recursion (2) with H replaced by z, so φₙ = pₙ(H)u₀. Fix z outside the spectrum of H and away from the θᵢ, and consider

f(E) = [pₙ(z)² − pₙ(E)²]/(z − E).

The numerator vanishes at E = z, so f is a polynomial in E, of degree 2n − 1. Its averages over ρ and ρₙ agree. In the second average pₙ(θᵢ) = 0, hence

pₙ(z)²G(z) − ⟨φₙ|(z − H)⁻¹|φₙ⟩ = pₙ(z)²Gₙ(z),

G(z) − Gₙ(z) = ⟨φₙ|(z − H)⁻¹|φₙ⟩/pₙ(z)².   (6)

At large |z| the right side tends to Bₙ/z²ⁿ⁺¹, in agreement with (1) and the deficit at order 2n. If d is the distance from z to the spectrum of H, then

|G(z) − Gₙ(z)| ≤ Bₙ/(d|pₙ(z)|²).

Far from the spectrum pₙ is large and the error is small. Near the spectrum d is small, and pₙ is small near each θᵢ, so the bound gives little protection. Agreement of moments is not agreement of the LDOS at each energy: ρₙ is a set of n peaks even where ρ is continuous.

6. Adding a terminator

The set of peaks can be replaced by a continuous LDOS by letting the chain continue into a system with a continuous spectrum, although discrete levels may still occur, outside that spectrum or, in special cases, inside it. Replace z − aₙ₋₁ in (3) by z − aₙ₋₁ − Σ(z), where Σ(z) = s g(z) with s > 0, and g is the local Green's function of some bounded Hermitian system. This amounts to coupling that system to the last chain level with strength √s. The result G_Σ is again a local Green's function of a bounded Hermitian Hamiltonian, and (1) applies to it.

Let R = (z − T)⁻¹ and let R_Σ be the inverse with Σ included. Since Σ acts on the last level alone, the resolvent identity gives

G_Σ − Gₙ = R₀,ₙ₋₁ Σ (R_Σ)ₙ₋₁,₀.

The cofactor formula gives R₀,ₙ₋₁ = b₁…bₙ₋₁/pₙ; the signs of the off-diagonal entries −bⱼ cancel the cofactor sign. With Σ included, the determinant becomes pₙ − Σpₙ₋₁. Therefore

G_Σ − Gₙ = Bₙ₋₁Σ/[pₙ(pₙ − Σpₙ₋₁)] = Bₙ₋₁s/z²ⁿ⁺¹ + O(z⁻²ⁿ⁻²),

because Σ → s/z and pₙ → zⁿ. Moments 0 to 2n − 1 survive any such terminator. Moment 2n rises by Bₙ₋₁s, whereas it should rise by Bₙ = Bₙ₋₁bₙ². Its error is

Bₙ₋₁(s − bₙ²),   (7)

which vanishes when s = bₙ².

7. Worked example: an impurity on a square lattice

Take an infinite square lattice with hopping −V to the four nearest neighbours and V/4 to the four diagonal neighbours, V > 0. The site energy is V on the starting orbital and zero elsewhere. These are round model parameters, and V sets the energy scale.

The first coefficients can be found by hand. The site energy gives a₀ = V. The vector φ₁ has amplitude −V on four sites and V/4 on four others, so

b₁² = 4V² + 4V²/16 = 4.25 V².

For a₁, eight nearest-neighbour bonds join the two kinds of site, and four diagonal bonds join sites of the first kind. Each bond counts twice:

⟨φ₁|H|φ₁⟩ = 2[8(−1)(−1)(1/4) + 4(1/4)(−1)²]V³ = 6V³,

and a₁ = 6V³/(4.25V²) = 1.4118 V. Two steps must give the moments up to order 3. Indeed

μ₂ = a₀² + b₁² = 5.25 V²,
μ₃ = a₀³ + 2a₀b₁² + a₁b₁² = (1 + 8.5 + 6)V³ = 15.5 V³.

Continuing (2) in rational arithmetic, which has no rounding, gives

a₂ = 0.8466 V, a₃ = 1.0160 V,
b₂² = 4.3782 V², b₃² = 4.3696 V², b₄² = 3.8894 V².

For n = 4 the moments, in units of Vᵏ, are compared below. The exact column comes from repeated application of H on the unbounded lattice.

k | exact | from G₄
4 | 70.891 | 70.891
5 | 275.594 | 275.594
6 | 1241.020 | 1241.020
7 | 5336.609 | 5336.609
8 | 24250.188 | 23933.953

The first difference is at order 8. It is 316.235 V⁸, or 1.3% of the exact moment, and equals the product

B₄ = 4.25 × 4.3782 × 4.3696 × 3.8894 V⁸.

The LDOS of G₄ has four peaks, found by diagonalising T: at −2.291 V, −0.232 V, 2.317 V and 4.480 V, with weights 0.1207, 0.4219, 0.3119 and 0.1455. They carry eight exact moments of the LDOS of the infinite lattice with its impurity.

For comparison, the Green's function of the infinite lattice follows from the band energy

ε(k) = −2V(cos kₓ + cos k_y) + V cos kₓ cos k_y.

Let G₀(z) be the average of 1/(z − ε) over the Brillouin zone, here taken on a 400 × 400 mesh. The site energy adds repeated scattering, G = G₀ + G₀VG, so G = 1/(1/G₀ − V).

At z = 10V, outside the spectrum, G = 0.11801/V and G₄ differs from it by 1.39 × 10⁻⁶/V, about one part in 10⁵. The simple estimate B₄/z⁹ gives 3.2 × 10⁻⁷/V, too small by a factor of about four. Most of this factor arises because z is measured from zero while the band is centred at V: the estimate B₄/(z − V)⁹ is too small by a factor of only 1.7. Formula (6) accounts for the whole difference. The four peaks give p₄(10V) = 12.291 × 10.232 × 7.683 × 5.520 V⁴ ≈ 5334 V⁴, so B₄/p₄² = 1.11 × 10⁻⁵. The observed error then requires an average of 1/(z − H) in the state u₄ of 0.125/V, which corresponds to an energy of 2V, inside the band.

At z = 0.5iV the picture changes:

G = (−0.057 − 0.490i)/V,  G₄ = (0.212 − 0.737i)/V.

The error is 0.365/V, or 74% of |G|. Divided by −π, the imaginary parts are the LDOS at E = 0 broadened by 0.5V: 0.156/V for the lattice and 0.235/V for G₄. The four peaks alone, despite their eight exact moments, do not resolve the spectrum on this scale.

A terminator can be fitted to the band. Since ε is linear in each cosine separately, its extremes lie at cosines ±1. The values there are −3V, −V and 5V, so the band runs from −3V to 5V. A uniform chain with site energy a and hopping b has the band a ± 2b; matching the edges gives a = V and b² = 4V². Used as the tail with s = 4V², it leaves, by (7), a moment-8 error of

B₃(4V² − b₄²) = 81.307 × 0.1106 V⁸ = 8.99 V⁸.

This is 0.04% of μ₈. Setting s = b₄² with the same g removes it. The tail also helps near the spectrum: at z = 0.5iV, the choice s = 4V² lowers the error of G from 0.365/V to 0.013/V. It does not reproduce every feature, however. In the infinite lattice the condition G₀(E) = 1/V has a solution 4.7 × 10⁻⁷ V above the band, a discrete level bound by the impurity, with weight 8.8 × 10⁻⁶ on the starting orbital. The terminated chain has no such level.

A cluster shows the role of distance. Sites within three hops form a 7 × 7 square of 49 sites. Its LDOS has the correct moments through order 7, and its moment 8, from diagonalisation, is short by 25.1 V⁸. This is the squared norm of the part of H⁴u₀ that leaves the square.

8. Rounding and the loss of orthogonality

The proof uses Q†Q = 1. In floating-point arithmetic, (2) enforces this through neighbouring vectors alone, and rounding errors can grow. Consider 199 levels evenly spaced from −1 to 1 and one level at 10, in an arbitrary unit, with a starting vector of equal weight on all 200. After 60 steps in double precision the largest entry of |Q†Q − 1| is of order one (0.77 in one run), and T has several eigenvalues within 10⁻⁶ of the single level at 10 (five in that run). The precise figures depend on the order of the floating-point operations. If each new vector is also orthogonalised twice against all earlier ones, the largest entry is about 10⁻¹⁵ and one such eigenvalue remains. The plain calculation no longer meets the assumptions of the theorem, so the proof does not cover it. This need not spoil the moments. In this example the repeated eigenvalues near 10 together carry the correct weight, 1/200, and the averages of Chebyshev polynomials, scaled to the interval from −1 to 10, agree with the exact ones to better than 10⁻¹² up to degree 119. What is lost here is the assurance that the isolated level appears as a single eigenvalue of T: several eigenvalues close together need not mean several levels. The second calculation meets the assumptions to rounding accuracy, at the price of storing all the vectors.
